# How Cartesian Gaussian Shells Split into Solid Harmonics: a numerical check

```python
# Result under test: the (l+1)(l+2)/2 Cartesian Gaussians x^a y^b z^c exp(-alpha r^2),
# a+b+c = l, span the direct sum of r^(l-m) * (solid harmonics of degree m)
# * exp(-alpha r^2) with m = l, l-2, ..., 0 or 1, each block having dimension 2m+1.
# Symbols: l = Cartesian degree, m = degree of a solid harmonic (angular momentum),
# alpha = Gaussian exponent (bohr^-2), Z = point charge, H = -Laplacian - 2Z/r (Ry).
import math
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto

x, y, z = sp.symbols("x y z", real=True)


def poly(expression):
    return sp.Poly(expression, x, y, z, domain="QQ")


R2 = poly(x**2 + y**2 + z**2)


def exponents(l):
    return [(a, b, l - a - b) for a in range(l + 1) for b in range(l - a + 1)]


def laplacian(p):
    return p.diff(x).diff(x) + p.diff(y).diff(y) + p.diff(z).diff(z)


def coefficient_rank(polynomials, l):
    rows = [[p.nth(*e) for e in exponents(l)] for p in polynomials]
    return sp.Matrix(rows).rank()


def harmonics_by_z_series(m):
    """Solid harmonics generated from free starting terms of order z^0 and z^1."""
    found = []
    for start in (0, 1):
        degree = m - start
        for a in range(degree + 1):
            q, j, h = poly(x**a * y**(degree - a)), start, poly(0)
            while not q.is_zero:
                h = h + (q * poly(z**j)).mul_ground(sp.Rational(1, math.factorial(j)))
                q = -(q.diff(x).diff(x) + q.diff(y).diff(y))
                j += 2
            found.append(h)
    return found


def split(p, l):
    """Harmonic parts h_m of a degree-l polynomial p = sum r^(l-m) h_m."""
    parts = {}
    while l >= 0:
        c, derivative, top, quotient = sp.Integer(1), p, p, poly(0)
        for j in range(1, l // 2 + 1):
            c = -c / (2 * j * (2 * l - 2 * j + 1))
            derivative = laplacian(derivative)
            term = (derivative * R2**(j - 1)).mul_ground(c)
            top, quotient = top + R2 * term, quotient - term
        parts[l] = top
        p, l = quotient, l - 2
    return parts


# Dimensions, the Laplacian identity, independence and completeness of the blocks
LMAX = 6
harmonics = {m: harmonics_by_z_series(m) for m in range(LMAX + 1)}
print("Dimension count: l, Cartesian functions, harmonic blocks")
for l in range(LMAX + 1):
    monomials = [poly(x**a * y**b * z**c) for a, b, c in exponents(l)]
    assert len(monomials) == (l + 1) * (l + 2) // 2
    assert all(laplacian(h).is_zero for h in harmonics[l])
    if l >= 2:
        rank = coefficient_rank([laplacian(p) for p in monomials], l - 2)
        assert len(monomials) - rank == 2 * l + 1 == len(harmonics[l])
    blocks, sizes = [], []
    for m in range(l, -1, -2):
        k = (l - m) // 2
        block = [R2**k * h for h in harmonics[m]]
        if k > 0:
            for h, member in zip(harmonics[m], block):
                expected = (R2**(k - 1) * h).mul_ground(2 * k * (2 * k + 2 * m + 1))
                assert (laplacian(member) - expected).is_zero
        sizes.append(coefficient_rank(block, l))
        blocks += block
    assert sizes == [2 * m + 1 for m in range(l, -1, -2)]
    assert coefficient_rank(blocks, l) == len(monomials) == sum(sizes)
    print(f"  l={l}: {len(monomials)} = " + " + ".join(map(str, sizes)))

# The extraction formula, tried on every monomial up to degree 5
for l in range(6):
    for a, b, c in exponents(l):
        p = poly(x**a * y**b * z**c)
        parts = split(p, l)
        total = poly(0)
        for m, h in parts.items():
            assert laplacian(h).is_zero
            total = total + R2**((l - m) // 2) * h
        assert (total - p).is_zero


# Angular momentum of complete Gaussian pieces, from the rotation generators
def l_squared(f):
    result = 0
    for u, v in ((y, z), (z, x), (x, y)):
        g = u * sp.diff(f, v) - v * sp.diff(f, u)
        result -= u * sp.diff(g, v) - v * sp.diff(g, u)
    return result


exponent = sp.symbols("exponent", positive=True)
for m, h in split(poly(x**4), 4).items():
    piece = (R2**((4 - m) // 2) * h).as_expr() * sp.exp(-exponent * R2.as_expr())
    assert sp.expand(l_squared(piece) - m * (m + 1) * piece) == 0


# Share of each angular momentum in the squared norm of x^l exp(-alpha r^2)
def gaussian_overlap(p, q):
    """Gaussian integral of p*q up to a factor common to all pairs of equal degree."""
    total = sp.Integer(0)
    for powers, value in (p * q).terms():
        if all(n % 2 == 0 for n in powers):
            total += value * sp.prod([sp.factorial2(n - 1) for n in powers])
    return total


nodes, node_weights = np.polynomial.legendre.leggauss(20)
print("Squared-norm shares in x^l Gaussians (dimensionless)")
for l in (2, 3, 4):
    p = poly(x**l)
    pieces = {m: R2**((l - m) // 2) * h for m, h in split(p, l).items()}
    for m in pieces:
        for n in pieces:
            if m != n:
                assert gaussian_overlap(pieces[m], pieces[n]) == 0
        share = gaussian_overlap(pieces[m], pieces[m]) / gaussian_overlap(p, p)
        legendre = np.polynomial.legendre.Legendre.basis(m)(nodes)
        projection = np.sum(node_weights * nodes**l * legendre)
        norm = np.sum(node_weights * nodes**(2 * l))
        by_quadrature = (2 * m + 1) / 2 * projection**2 / norm
        assert abs(float(share) - by_quadrature) < 1e-12
        print(f"  x^{l}, m={m}: {share} = {float(share):.4f}")

print("Harmonic parts h_m of x^2 and x^4")
for l in (2, 4):
    for m, h in split(poly(x**l), l).items():
        print(f"  x^{l}, h_{m} = {h.as_expr()}")

# One electron and a point charge, diagonalised in a single Cartesian shell
Z, alpha = 4.0, 0.2
rydberg_ev = physical_constants["Rydberg constant times hc in eV"][0]
print(f"Model: Z = {Z:.1f}, alpha = {alpha:.1f} bohr^-2")
print(f"1 Ry = {rydberg_ev:.6f} eV")
print("Levels in one shell: multiplicity, E, kinetic T, potential V")
for l in (2, 3, 4):
    mol = gto.M(atom="H 0 0 0", basis={"H": [[l, [alpha, 1.0]]]},
                spin=1, cart=True, verbose=0)
    overlap = mol.intor("int1e_ovlp")
    kinetic = 2 * mol.intor("int1e_kin")
    with mol.with_rinv_origin((0.0, 0.0, 0.0)):
        potential = -2 * Z * mol.intor("int1e_rinv")
    energies, vectors = eigh(kinetic + potential, overlap)
    t_values = np.einsum("in,ij,jn->n", vectors, kinetic, vectors)
    v_values = np.einsum("in,ij,jn->n", vectors, potential, vectors)
    v_formula = (-2 * Z * math.sqrt(2 * alpha)
                 * math.gamma(l + 1) / math.gamma(l + 1.5))
    assert np.allclose(v_values, v_formula, atol=1e-9, rtol=0)
    groups = np.split(np.arange(len(energies)),
                      np.where(np.diff(energies) > 1e-6)[0] + 1)
    allowed = list(range(l % 2, l + 1, 2))
    assert [len(g) for g in groups] == [2 * m + 1 for m in allowed]
    for m, group in zip(allowed, groups):
        t_formula = alpha * (4 * (l**2 + m * (m + 1)) / (2 * l + 1) + 3 - 2 * l)
        assert np.allclose(t_values[group], t_formula, atol=1e-9, rtol=0)
        assert np.allclose(energies[group], t_formula + v_formula, atol=1e-9, rtol=0)
        e, t, v = (values[group].mean() for values in (energies, t_values, v_values))
        print(f"  l={l}, m={m}: {len(group)} states, E={e:.5f} Ry"
              f" ({e * rydberg_ev:.3f} eV), T={t:.5f} Ry, V={v:.5f} Ry")

print("checks complete")
```

It prints:

```
Dimension count: l, Cartesian functions, harmonic blocks
  l=0: 1 = 1
  l=1: 3 = 3
  l=2: 6 = 5 + 1
  l=3: 10 = 7 + 3
  l=4: 15 = 9 + 5 + 1
  l=5: 21 = 11 + 7 + 3
  l=6: 28 = 13 + 9 + 5 + 1
Squared-norm shares in x^l Gaussians (dimensionless)
  x^2, m=2: 4/9 = 0.4444
  x^2, m=0: 5/9 = 0.5556
  x^3, m=3: 4/25 = 0.1600
  x^3, m=1: 21/25 = 0.8400
  x^4, m=4: 64/1225 = 0.0522
  x^4, m=2: 144/245 = 0.5878
  x^4, m=0: 9/25 = 0.3600
Harmonic parts h_m of x^2 and x^4
  x^2, h_2 = 2*x**2/3 - y**2/3 - z**2/3
  x^2, h_0 = 1/3
  x^4, h_4 = 8*x**4/35 - 24*x**2*y**2/35 - 24*x**2*z**2/35 + 3*y**4/35 + 6*y**2*z**2/35 + 3*z**4/35
  x^4, h_2 = 4*x**2/7 - 2*y**2/7 - 2*z**2/7
  x^4, h_0 = 1/5
Model: Z = 4.0, alpha = 0.2 bohr^-2
1 Ry = 13.605693 eV
Levels in one shell: multiplicity, E, kinetic T, potential V
  l=2, m=0: 1 states, E=-2.60491 Ry (-35.442 eV), T=0.44000 Ry, V=-3.04491 Ry
  l=2, m=2: 5 states, E=-1.64491 Ry (-22.380 eV), T=1.40000 Ry, V=-3.04491 Ry
  l=3, m=1: 3 states, E=-1.95278 Ry (-26.569 eV), T=0.65714 Ry, V=-2.60992 Ry
  l=3, m=3: 7 states, E=-0.80992 Ry (-11.020 eV), T=1.80000 Ry, V=-2.60992 Ry
  l=4, m=0: 1 states, E=-1.89771 Ry (-25.820 eV), T=0.42222 Ry, V=-2.31993 Ry
  l=4, m=2: 5 states, E=-1.36437 Ry (-18.563 eV), T=0.95556 Ry, V=-2.31993 Ry
  l=4, m=4: 9 states, E=-0.11993 Ry (-1.632 eV), T=2.20000 Ry, V=-2.31993 Ry
checks complete
```
